Generalized Kohn–Sham equations with a fraction of the electron interaction, part 1

(Sections cited here and not found follow in the second part.)

Hartree atomic units are used for continuum formulas. The Hamiltonian of N electrons is H = T + W + Σ_k v(r_k), with T = Σ_k t̂_k, t̂ = −½∇², and W = Σ_{k<l} 1/|r_k − r_l|. The fraction of the interaction is α, with 0 ≤ α ≤ 1.

1. Two electrons in one orbital

Take two electrons in a nondegenerate singlet ground state with energy E0 and density ρ0 > 0. Admit as trial states the determinants with one spin-up and one spin-down orbital, each of density ρ/2, so that φ_σ = √(ρ/2) exp(iχ_σ) with real phases χ_σ. The cross term in |∇φ_σ|² cancels between φ_σ and φ_σ*, which leaves |∇φ_σ|² = |∇√(ρ/2)|² + (ρ/2)|∇χ_σ|², and

⟨T⟩ = ½∫|∇√ρ|² + ¼ Σ_σ ∫ρ|∇χ_σ|²

Opposite spins have no exchange integral, so

⟨W⟩ = ∬ (ρ(r)/2)(ρ(r')/2)/|r − r'| = ½E_H[ρ],  E_H[ρ] = ½∬ρ(r)ρ(r')/|r − r'|

The phases only raise ⟨T⟩ and leave ⟨W⟩ alone. The smallest value of ⟨T + αW⟩ at fixed ρ is therefore reached by φ = √(ρ/2) for every α, and it is

F^S[ρ] = ½∫|∇√ρ|² + ½αE_H[ρ]

Let F[ρ] be the smallest value of ⟨T + W⟩ over all singlet wavefunctions with density ρ, so that E0 is the minimum over ρ of F[ρ] + ∫vρ, and put R[ρ] = F[ρ] − F^S[ρ]. Each density corresponds to one orbital φ = √(ρ/2), so E0 is also the minimum over normalized real φ of

E[φ] = 2⟨φ|t̂ + v|φ⟩ + α∬φ²(r)φ²(r')/|r − r'| + R[2φ²]

Assume that R has a derivative v_R(r), δR = ∫v_R δρ, with δρ = 4φδφ. Subtract 2ε(∫φ² − 1) for the normalization and vary φ. The first term gives 4∫δφ(t̂ + v)φ. The second contains φ four times and gives 4α∫δφ φ ∫φ²(r')/|r − r'| = 4α∫δφ φ v_H/2, with v_H(r) = ∫ρ(r')/|r − r'| dr'. The third gives 4∫δφ v_R φ and the constraint gives −4ε∫δφ φ. Since δφ is arbitrary,

[t̂ + v + v_R + ½αv_H] φ = εφ   (1)

Dividing by φ = √(ρ0/2) shows that v_s = v + v_R + ½αv_H = ε + ∇²√ρ0/(2√ρ0) does not depend on α apart from a constant. It is the Kohn–Sham potential, and v_R supplies whatever part of it the term ½αv_H does not.

Now define the exchange operator of this determinant on the spatial functions of one spin, (Ka)(r) = −φ(r)∫φ(r')a(r')/|r − r'| dr'. It gives Kφ = −½v_Hφ, so (1) also reads fφ = εφ with

f = t̂ + v + v_R + α(v_H + K) = (t̂ + v_s) + α(½v_H + K)

The last bracket annihilates φ, and for any function a

⟨a|½v_H + K|a⟩ = ½∬|a(r)φ(r') − φ(r)a(r')|²/|r − r'| ≥ 0

because the two squared moduli in the numerator each give ½⟨a|½v_H|a⟩ and the cross terms give ⟨a|K|a⟩. The occupied orbital, the density and E0 are the same for all α, while by the min-max principle no unoccupied eigenvalue of f lies below its Kohn–Sham counterpart. With more than one orbital per spin the density no longer fixes the determinant, and the occupied orbitals can depend on α as well; section 8 gives a condition (c > 0) under which they do.

2. The functionals

Let x = (r, σ), let ∫dx include the spin sum, and let Φ be a normalized determinant of N orthonormal spin orbitals φ_i, with

γ(x, x') = Σ_i φ_i(x)φ_i*(x'),  ρ_Φ(r) = Σ_σ γ(x, x)

The ground state of H is assumed nondegenerate. Define

S[Φ] = ⟨Φ|T + αW|Φ⟩
F^S[ρ] = min over Φ → ρ of S[Φ]
F[ρ] = min over Ψ → ρ of ⟨Ψ|T + W|Ψ⟩
R[ρ] = F[ρ] − F^S[ρ]   (2)

where Ψ runs over all antisymmetric normalized states. The minima are assumed to be attained. The class of determinants is part of the definition: restricting it to closed shells, as in section 1, or to fixed spin densities can only raise F^S, and R changes to compensate. The derivation holds for closed shells with the variations of section 5 confined to that class; for fixed spin densities the extra constraint adds a local, spin-dependent multiplier to the operator in (7).

R is defined only if every density in the domain of F, that is ρ ≥ 0, ∫ρ = N and ∫|∇√ρ|² finite, belongs to some determinant. With Cartesian coordinates (r₁, r₂, r₃), let ρ̄(r₁) = ∬ρ dr₂dr₃ and θ(r₁) = (2π/N)∫ρ̄(s)ds from −∞ to r₁, which runs from 0 to 2π. The orbitals φ_k = √(ρ/N) exp(ikθ), k = 1, …, N, all of one spin, have Σ|φ_k|² = ρ and

⟨φ_l|φ_k⟩ = (1/N)∫ρ̄ exp(i(k − l)θ) dr₁ = (1/2π)∫exp(i(k − l)θ) dθ = δ_kl

The kinetic energy of φ_k is (1/2N)∫|∇√ρ|² + (k²/2N)(2π/N)²∫ρ̄³dr₁. The second integral is finite because ρ̄ is bounded. Indeed ρ̄' = 2∬√ρ ∂₁√ρ, the Cauchy–Schwarz inequality gives ρ̄'² ≤ 4ρ̄∬(∂₁√ρ)², hence ∫((√ρ̄)')² ≤ ∫|∇√ρ|², and ρ̄(r₁) = 2∫√ρ̄(√ρ̄)' ≤ 2√N(∫|∇√ρ|²)^½. Section 4 shows ⟨W⟩ ≤ E_H, and E_H is finite because v_H(r) ≤ √N(∫ρ(r')/|r − r'|²)^½ ≤ 2√N(∫|∇√ρ|²)^½ by the Cauchy–Schwarz and Hardy inequalities. For closed shells the same construction is applied to ρ/2 with N/2 orbitals.

3. The minimization over determinants

The Rayleigh–Ritz minimum over Ψ is taken in two stages, first over the states of one density, for which ⟨Σv⟩ = ∫vρ is fixed, then over densities:

E0 = min_ρ {F[ρ] + ∫vρ} = min_ρ {F^S[ρ] + R[ρ] + ∫vρ}

R[ρ] and ∫vρ have one value for all determinants of density ρ, so they may be moved inside the search that defines F^S, and the nested minimum runs over every determinant once:

E0 = min_Φ E[Φ],  E[Φ] = S[Φ] + R[ρ_Φ] + ∫vρ_Φ   (3)

The minimizers are characterized by the chain

E[Φ] ≥ F^S[ρ_Φ] + R[ρ_Φ] + ∫vρ_Φ = F[ρ_Φ] + ∫vρ_Φ ≥ E0

Equality in the last step means that the state attaining F[ρ_Φ] has energy E0. That state is then the nondegenerate ground state, and ρ_Φ = ρ0. Equality in the first step means that Φ solves the constrained search at ρ0. The minimizer Φ^S thus carries the exact density and returns the exact energy through (3), but in general it is not the ground-state wavefunction.

4. S in terms of orbitals

Write Φ = (N!)^(−½) Σ_P sgn(P) Π_k φ_{P(k)}(x_k). Since |Φ|² is symmetric, ⟨W⟩ = ½N(N − 1)⟨1/r₁₂⟩. In the double sum over P (bra) and Q (ket), integration over x₃, …, x_N forces P(k) = Q(k) for k ≥ 3. If (P(1), P(2)) = (i, j), then (Q(1), Q(2)) is either (i, j), with relative sign +1, or (j, i), with relative sign −1. Each ordered pair i ≠ j occurs for (N − 2)! permutations P, and ½N(N − 1)(N − 2)!/N! = ½. Hence

⟨W⟩ = ½ Σ_{i≠j} A_ij,  A_ij = J_ij − K_ij
J_ij = ∬|φ_i(x)|²|φ_j(x')|²/|r − r'|
K_ij = ∬φ_i*(x)φ_j(x)φ_j*(x')φ_i(x')/|r − r'|

As in section 1, A_ij = ½∬|φ_i(x)φ_j(x') − φ_j(x)φ_i(x')|²/|r − r'| ≥ 0. Since A_ii = 0, the terms i = j may be added. The full sum of ½J_ij is E_H[ρ_Φ], and the full sum of −½K_ij is

E_x[γ] = −½∬γ(x, x')γ(x', x)/|r − r'| = −½∬|γ(x, x')|²/|r − r'| ≤ 0

The same counting for T = Σt̂_k forces P = Q, with (N − 1)! permutations for each P(1) = i and the factor N(N − 1)!/N! = 1, so ⟨T⟩ = Σ_i⟨φ_i|t̂|φ_i⟩ = Tr(t̂γ). Therefore

S[Φ] = Tr(t̂γ) + α(E_H[ρ_Φ] + E_x[γ])   (4)

An alternative definition keeps the whole Hartree energy and uses S' = Tr(t̂γ) + E_H + αE_x. The difference S' − S = (1 − α)E_H[ρ] is constant within each constrained search, so Φ^S is the same, R' = R − (1 − α)E_H, and E[Φ] is unchanged.

5. Stationarity

Complete the occupied orbitals φ_i (indices i, j) to an orthonormal basis with unoccupied orbitals φ_a (index a). Mixing occupied orbitals unitarily multiplies Φ by a phase and leaves γ unchanged, so the variations that matter are φ_i → φ_i + Σ_a κ_ai φ_a with small complex κ_ai. They preserve orthonormality to first order because ⟨φ_j|φ_a⟩ = 0, and

δγ = Σ_ai (κ_ai |a⟩⟨i| + κ_ai* |i⟩⟨a|)

For any Hermitian one-particle operator B,

Tr(Bδγ) = Σ_ai (κ_ai⟨i|B|a⟩ + κ_ai*⟨a|B|i⟩) = 2 Re Σ_ai κ_ai*⟨a|B|i⟩   (5)

Each term of E[Φ] varies in this form. The kinetic and external terms give Tr((t̂ + v)δγ). In E_H the two factors of ρ contribute equally and cancel the ½, so δE_H = ∫v_Hδρ = Tr(v_Hδγ). In E_x the two factors of γ contribute equally after relabelling x ↔ x', so

δE_x = −∬γ(x, x')δγ(x', x)/|r − r'| = Tr(Kδγ),  (Kφ)(x) = −∫γ(x, x')φ(x')/|r − r'| dx'

K is Hermitian because γ(x', x) = γ(x, x')*, and it is nonlocal.

The remainder needs an assumption: there is a function v_R(r) with R[ρ0 + δρ] = R[ρ0] + ∫v_Rδρ + (higher order) for the density changes that these rotations produce. This differentiability is not implied by the definitions; section 6 gives conditions for it. All such δρ have ∫δρ = Tr δγ = 0, so v_R is determined only up to a constant. Under the assumption δR = Tr(v_Rδγ), with v_R acting by multiplication, because R sees Φ only through ρ_Φ. Collecting terms,

δE = 2 Re Σ_ai κ_ai*⟨a|f|i⟩,  f = t̂ + v + v_R + α(v_H + K)   (6)

At the minimum δE = 0 for each κ_ai real and for each κ_ai imaginary, so ⟨a|f|i⟩ = 0 for all a and i. By completeness fφ_i then lies in the occupied space, fφ_i = Σ_j φ_j λ_ji, with λ_ji = ⟨j|f|i⟩ Hermitian. Let the unitary matrix V diagonalize it, λV = Vε, and set φ'_k = Σ_i φ_iV_ik. Then fφ'_k = Σ_j φ_j(λV)_jk = ε_kφ'_k. The operator f is the same for the new orbitals, since v_H, K and v_R depend only on γ. Dropping the primes gives the generalized Kohn–Sham equations

[−½∇² + v + v_R + α(v_H + K)] φ_i = ε_iφ_i,  v_R = δR/δρ at ρ = ρ_Φ   (7)

In basis-independent form they read fγ − γf = 0. At α = 0, S is the kinetic energy, F^S is the Kohn–Sham functional T_s, R = F − T_s is the Hartree-exchange-correlation energy, and (7) are the Kohn–Sham equations. At α = 1, f is the Fock operator plus the local potential that moves the Hartree–Fock density to ρ0.

The eigenvalue sum is Σε_i = Tr(fγ). Tr(v_Hγ) = 2E_H and Tr(Kγ) = 2E_x, because both energies are quadratic in γ, so

Σε_i = Tr(t̂γ) + ∫(v + v_R)ρ + 2α(E_H + E_x)
E0 = Σε_i − α(E_H + E_x) − ∫v_Rρ + R   (8)

A constant c₀ added to v_R adds Nc₀ to both Σε_i and ∫v_Rρ and cancels in (8). Differences of eigenvalues are free of the constant. A theory at fixed N gives no meaning to a single ε_i until the constant is fixed by convention, and the steps above do not equate the eigenvalue gap with the ionization energy minus the electron affinity.

6. The remainder potential as a difference of two multipliers

For a local potential u let G_u[Φ] = S[Φ] + ∫uρ_Φ. By (5), G_u is stationary when ⟨a|t̂ + u + α(v_H + K)|i⟩ = 0. These are the Lagrange conditions of the constrained search, with u as the multiplier of ρ_Φ = ρ. A multiplier exists and is unique up to a constant at a constrained minimum where the first-order changes δρ(r) = 2 Re Σκ_ai* Σ_σ φ_a*φ_i reach every direction with ∫δρ = 0. On a lattice this is a rank condition on a finite matrix.

Suppose that for densities near ρ0 the minimizer Φ(ρ) of the search and its multiplier u_ρ vary smoothly. Along a path of densities F^S = S[Φ(ρ)], and stationarity of G_u at Φ(ρ) under the change δΦ along the path gives δS + ∫u_ρδρ = 0, so

δF^S = −∫u_ρ δρ

Suppose also that each such ρ is the density of the nondegenerate ground state Ψ_ρ of T + W + Σv_ρ, with energy E[v_ρ]. Any Ψ → ρ has ⟨T + W⟩ + ∫v_ρρ ≥ E[v_ρ], with equality for Ψ_ρ, so F[ρ] = E[v_ρ] − ∫v_ρρ. The Hellmann–Feynman theorem gives δE = ∫ρδv_ρ, and

δF = ∫ρδv_ρ − ∫ρδv_ρ − ∫v_ρδρ = −∫v_ρ δρ

Subtracting the two results,

v_R[ρ] = u_ρ − v_ρ + constant   (9)

At ρ0 the potential v_ρ is v, so v + v_R = u: the local potential in (7) is the multiplier of the search. Equation (9) is the route to the exact v_R when an accurate density is available: u is adjusted until the equations with operator t̂ + u + α(v_H + K) return that density.

A density is called S-representable when it belongs to the global minimizer Φ_u of some G_u. Two consequences follow. First, Φ_u solves the constrained search, because any Φ with the same density has S[Φ] = G_u[Φ] − ∫uρ ≥ G_u[Φ_u] − ∫uρ = S[Φ_u]. Second, the occupied levels are the lowest ones. Replace the canonical orbital i by an unoccupied eigenfunction a of f, so that γ changes by η = |a⟩⟨a| − |i⟩⟨i|. G_u is a quadratic polynomial in γ. Its linear change is Tr(fη) = ε_a − ε_i, and its quadratic change is α(E_H + E_x) evaluated on η, which is ½α(A_aa + A_ii − 2A_ai) = −αA_ai. A global minimum over unrestricted determinants cannot be lowered by the swap, so

ε_a − ε_i ≥ αA_ai ≥ 0   (10)

The conditions fail in identifiable ways. If Φ^S is stationary for G_u without being its global minimum, (7) holds but (10) is not guaranteed, and filling the lowest levels may miss the solution. If two distinct branches of constrained minima cross at ρ0 with different multipliers, F^S is the lower of two functionals with slopes −u₁ and −u₂; it has a kink, and no single v_R exists. If the interacting ground state is degenerate, the arguments above no longer guarantee the uniqueness of ρ0 or the formula for δF, although both can survive, as when the degenerate states differ only in spin projection and share one density. If the approximate energy contains an orbital-dependent term outside S, such as the kinetic-energy density of a meta-GGA, that term is not a functional of ρ alone; it belongs in S, and its derivative is not a multiplicative potential.

Minimizing over determinants gives the exact ground-state energy and density and, where R is differentiable, the generalized Kohn–Sham equations (7), with a remainder potential that (9) expresses as a difference of two multipliers under the stated conditions. It remains to bound R, find the leading effect of α, test the results on a solvable chain, and approximate R for molecules.
